**Radial breathing mode of a 1 nm carbon nanotube**

The program tests $\omega_0=(2/d)\sqrt{Y/[\rho(1-\nu^2)]}$, where $d$ is the diameter, $Y$ the two-dimensional Young modulus, $\nu$ the Poisson ratio and $\rho$ the mass per area. It asserts that inverting the elastic compliance matrix gives the hoop modulus $Y/(1-\nu^2)$, and that diagonalizing a ring of 60 masses and springs gives the same frequency as the formula. It also diagonalizes a discretized tube with free ends and asserts agreement with the coupled axial and radial wave equation for a long tube and a very short hoop. Further assertions cover the first-order bending shift, the effect of a radial spring, and the areal density computed from the graphene lattice. The output gives 227.70 cm⁻¹ for the breathing mode and 227.699 cm⁻¹ for the main mode of a free tube 50 nm long. The very short hoop gives 224.57 cm⁻¹, close to the value without the factor $1-\nu^2$. With rough inputs, the estimated shifts are +1.6 cm⁻¹ for bending with linear stretching, +8.8 cm⁻¹ for a rigid graphite-like wall all round, and −1.0 cm⁻¹ for warming by 100 K.

## Program and output

```python
"""Radial breathing mode of a long single-walled carbon nanotube.

Result under test: omega = (2/d) * sqrt( Y / (rho*(1 - nu^2)) )
  d    tube diameter, R = d/2          Y   two-dimensional Young modulus (N/m)
  nu   Poisson ratio                   rho mass per area (kg/m^2)
  C    = Y/(1-nu^2), hoop modulus when axial strain is zero
The wavenumber is omega/(2 pi c), printed in 1/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

Y, nu, rho, d = 340.0, 0.165, 7.6e-7, 1.0e-9
R = d / 2


def to_wavenumber(omega):
    return omega / (2 * np.pi * const.c) / 100.0


# Derived formula
C = Y / (1 - nu**2)
omega0 = np.sqrt(C / rho) / R
wn0 = to_wavenumber(omega0)
wn_hoop = to_wavenumber(np.sqrt(Y / rho) / R)
assert 227.5 < wn0 < 228.5

# Hoop modulus at zero axial strain from inversion of the compliance matrix
compliance = np.array([[1.0, -nu], [-nu, 1.0]]) / Y
stiffness = np.linalg.inv(compliance)
assert abs(stiffness[0, 0] / C - 1) < 1e-12


def ring_breathing(modulus, wall=0.0, beads=60):
    """Diagonalize a ring of masses and springs, per unit axial length.

    wall is an extra radial spring constant per area.
    Returns the frequency and overlap of the most nearly radial mode.
    """
    angle = 2 * np.pi * np.arange(beads) / beads
    radial = np.column_stack([np.cos(angle), np.sin(angle)])
    position = R * radial
    bond_length = np.linalg.norm(position[1] - position[0])
    hessian = np.zeros((2 * beads, 2 * beads))
    for i in range(beads):
        j = (i + 1) % beads
        direction = (position[j] - position[i]) / bond_length
        row = np.zeros(2 * beads)
        row[2*i:2*i+2] = -direction
        row[2*j:2*j+2] = direction
        hessian += modulus / bond_length * np.outer(row, row)
        row = np.zeros(2 * beads)
        row[2*i:2*i+2] = radial[i]
        hessian += wall * bond_length * np.outer(row, row)
    values, vectors = eigh(hessian / (rho * bond_length))
    overlap = np.abs(vectors.T @ (radial.ravel() / np.sqrt(beads)))
    best = np.argmax(overlap)
    return np.sqrt(values[best]), overlap[best]


omega_ring, ring_overlap = ring_breathing(stiffness[0, 0])
assert abs(omega_ring / omega0 - 1) < 1e-8
assert ring_overlap > 1 - 1e-8


def free_tube(length_over_R, cells=200):
    """Axisymmetric modes of a tube with free ends, in units R = C = rho = 1.

    Axial displacement lives on nodes, radial displacement on cells.
    Returns squared frequencies and weights of the uniform radial motion.
    """
    h = length_over_R / cells
    size = 2 * cells + 1
    K = np.zeros((size, size))
    law = np.array([[1.0, nu], [nu, 1.0]])
    for i in range(cells):
        strain = np.array([[-1 / h, 1 / h, 0.0], [0.0, 0.0, 1.0]])
        index = [i, i + 1, cells + 1 + i]
        K[np.ix_(index, index)] += h * strain.T @ law @ strain
    mass = np.full(size, h)
    mass[0] = mass[cells] = h / 2
    values, vectors = eigh(K / np.sqrt(np.outer(mass, mass)))
    uniform = np.zeros(size)
    uniform[cells + 1:] = 1 / np.sqrt(cells)
    return values, (vectors.T @ uniform)**2


def branches(q):
    """Both squared frequencies (units C/(rho R^2)) at axial wave number q/R."""
    return np.sort(np.roots([1.0, -(1 + q**2), q**2 * (1 - nu**2)]).real)


# Long free tube: zero-axial-strain frequency. Very short hoop: free contraction.
L_long = 50e-9
x_long, weight_long = free_tube(L_long / R)
main = np.argmax(weight_long)
q_long = np.pi * R / L_long
assert abs(x_long[main] / branches(q_long)[1] - 1) < 1e-6
wn_long = wn0 * np.sqrt(x_long[main])
assert abs(wn_long - wn0) < 0.05
near = np.abs(wn0 * np.sqrt(np.abs(x_long)) - wn0) < 1.0
weight_near = weight_long[near].sum()
assert weight_near > 0.9

short_ratio = 0.1
x_short, weight_short = free_tube(short_ratio)
main_short = np.argmax(weight_short)
wn_short = wn0 * np.sqrt(x_short[main_short])
assert abs(x_short[main_short] / branches(np.pi / short_ratio)[0] - 1) < 1e-4
assert abs(wn_short / wn_hoop - 1) < 1e-3

# Bending: naturally flat sheet rolled up so that its equilibrium radius is R
D_eV = 1.5
bend = D_eV * const.e / (C * R**2)


def rolled_energy(x, s):
    """Energy / (pi C R): current radius x*R, unstretched radius s*R."""
    return s * (((x - s) / s)**2 + bend / x**2)


step = 1e-3
s_eq = brentq(lambda s: rolled_energy(1 + step, s) - rolled_energy(1 - step, s),
              0.9, 1.0)
curvature = (rolled_energy(1 + step, s_eq) - 2 * rolled_energy(1, s_eq)
             + rolled_energy(1 - step, s_eq)) / step**2
bend_factor = np.sqrt(curvature / (2 * s_eq))
assert abs(bend_factor - (1 + 2.5 * bend)) < 10 * bend**2
shift_bend = wn0 * (bend_factor - 1)

# Rigid graphite-like wall all round the tube
c33, gap = 37e9, 0.335e-9
wall = c33 / gap
omega_wall = np.sqrt(omega0**2 + wall / rho)
omega_wall_ring, wall_overlap = ring_breathing(C, wall)
assert wall_overlap > 1 - 1e-8
assert abs(omega_wall_ring / omega_wall - 1) < 1e-8
shift_wall = to_wavenumber(omega_wall) - wn0

# Warming, with a rough temperature coefficient in 1/cm per K
temp_coefficient, temp_rise = -0.01, 100.0
shift_temp = temp_coefficient * temp_rise

# Areal density from the graphene lattice: two carbon atoms per cell
lattice = 0.246e-9
rho_lattice = 2 * 12.011 * const.atomic_mass / (np.sqrt(3) / 2 * lattice**2)
assert abs(rho_lattice / rho - 1) < 0.01

# Energy and thermal occupation
energy = const.hbar * omega0
T = 300.0
occupation = 1 / np.expm1(energy / (const.k * T))
wn_wider = to_wavenumber(2 / (d + 0.01e-9) * np.sqrt(C / rho))

print("INPUTS")
print(f"2D Young modulus Y = {Y:.0f} N/m")
print(f"Poisson ratio = {nu:.3f}")
print(f"areal density = {rho:.2e} kg/m^2")
print(f"diameter = {d*1e9:.2f} nm, radius = {R*1e9:.2f} nm")
print(f"areal density from lattice 0.246 nm = {rho_lattice:.3e} kg/m^2")
print("RESULT")
print(f"1 - nu^2 = {1-nu**2:.6f}")
print(f"hoop modulus C = {C:.2f} N/m")
print(f"wave speed sqrt(C/rho) = {np.sqrt(C/rho):.0f} m/s")
print(f"angular frequency = {omega0:.4e} rad/s")
print(f"frequency = {omega0/(2*np.pi)/1e12:.3f} THz")
print(f"period = {2*np.pi/omega0*1e12:.4f} ps")
print(f"breathing wavenumber = {wn0:.2f} 1/cm")
print(f"wavenumber times diameter = {wn0*d*1e9:.1f} nm/cm")
print(f"quantum energy = {energy/const.e*1e3:.2f} meV")
print(f"thermal energy kT at {T:.0f} K = {const.k*T/const.e*1e3:.2f} meV")
print(f"mean occupation at {T:.0f} K = {occupation:.3f}")
print(f"change for diameter +0.01 nm = {wn_wider-wn0:.2f} 1/cm")
print("INDEPENDENT CHECKS")
print(f"ring of 60 masses and springs = {to_wavenumber(omega_ring):.2f} 1/cm")
print(f"without factor 1-nu^2 = {wn_hoop:.2f} 1/cm")
print(f"free tube, length {L_long*1e9:.0f} nm: main mode = {wn_long:.3f} 1/cm")
print(f"  same tube: kR = {q_long:.4f}, shift = {wn_long-wn0:.4f} 1/cm")
print(f"  weight of uniform breathing in main mode = {weight_long[main]:.3f}")
print(f"  weight within 1 1/cm of the formula = {weight_near:.3f}")
print(f"free hoop, length {short_ratio:.1f} R: main mode = {wn_short:.2f} 1/cm")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"bending stiffness = {D_eV:.1f} eV, D/(C R^2) = {bend:.5f}")
print(f"bending shift, linear stretching = {shift_bend:+.2f} 1/cm")
print(f"wall: modulus {c33/1e9:.0f} GPa, gap {gap*1e9:.3f} nm")
print(f"wall spring per area = {wall:.2e} N/m^3")
print(f"shift with rigid wall all round = {shift_wall:+.1f} 1/cm")
print(f"temperature coefficient = {temp_coefficient:.2f} 1/cm per K")
print(f"shift for {temp_rise:.0f} K warming = {shift_temp:+.1f} 1/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS
2D Young modulus Y = 340 N/m
Poisson ratio = 0.165
areal density = 7.60e-07 kg/m^2
diameter = 1.00 nm, radius = 0.50 nm
areal density from lattice 0.246 nm = 7.611e-07 kg/m^2
RESULT
1 - nu^2 = 0.972775
hoop modulus C = 349.52 N/m
wave speed sqrt(C/rho) = 21445 m/s
angular frequency = 4.2890e+13 rad/s
frequency = 6.826 THz
period = 0.1465 ps
breathing wavenumber = 227.70 1/cm
wavenumber times diameter = 227.7 nm/cm
quantum energy = 28.23 meV
thermal energy kT at 300 K = 25.85 meV
mean occupation at 300 K = 0.505
change for diameter +0.01 nm = -2.25 1/cm
INDEPENDENT CHECKS
ring of 60 masses and springs = 227.70 1/cm
without factor 1-nu^2 = 224.58 1/cm
free tube, length 50 nm: main mode = 227.699 1/cm
  same tube: kR = 0.0314, shift = 0.0031 1/cm
  weight of uniform breathing in main mode = 0.811
  weight within 1 1/cm of the formula = 0.975
free hoop, length 0.1 R: main mode = 224.57 1/cm
NEGLECTED EFFECTS (rough inputs)
bending stiffness = 1.5 eV, D/(C R^2) = 0.00275
bending shift, linear stretching = +1.56 1/cm
wall: modulus 37 GPa, gap 0.335 nm
wall spring per area = 1.10e+20 N/m^3
shift with rigid wall all round = +8.8 1/cm
temperature coefficient = -0.01 1/cm per K
shift for 100 K warming = -1.0 1/cm
ALL CHECKS PASSED
```
